# Temperature dependence of Si-H dephasing by exchange with a damped mode

## Problem

The stretching vibration of a Si-H bond is coupled to a low-frequency mode of wavenumber $\omega_0=210\ \mathrm{cm^{-1}}$. Each quantum in the low mode shifts the stretch by $\delta$. The low mode exchanges quanta with the silicon lattice, and its energy relaxes at the rate $\eta$. Both $\delta$ and $\eta$ are independent of temperature, and exchange is fast: $|\delta|\ll\eta$.

1. Find the full width at half maximum (FWHM), $\Gamma$, that this exchange gives to the $v=0\to1$ line of the stretch.
2. Show that $\Gamma$ grows about 5.1-fold between 150 K and 300 K.
3. Evaluate the widths for $\delta=-2\ \mathrm{cm^{-1}}$ and $\eta=20\ \mathrm{cm^{-1}}$, and judge how well the ratio survives the approximations.

Angular frequencies and rates are divided by $2\pi c$ and quoted in $\mathrm{cm^{-1}}$, the natural unit here. In the algebra $\hbar=1$, and $t$ is the time multiplied by $2\pi c$. The width sought is that of pure dephasing: population decay of the stretch and static differences between bonds are left out until the end.

## Hints

**Hint 1.** The light creates a coherence between $v=0$ and $v=1$. Resolve it by the number $m$ of quanta in the low mode. What phase does each part gain, and how do jumps of $m$ mix the parts?

**Hint 2.** The thermal distribution of $m$ is geometric. Try a coherence that stays geometric in $m$.

**Hint 3.** Expand the decay rate to second order in $\delta/\eta$. The term of first order is a shift.

**Hint 4.** Write $n(n+1)$ as a hyperbolic function, and use the fact that one temperature is twice the other.

## Solution

### The equation for the coherence

Let $b$ be the lowering operator of the low mode. Its Hamiltonian is $\omega_0b^\dagger b$ when the stretch is in $v=0$ and $(\omega_0+\delta)b^\dagger b$ when it is in $v=1$. Let $\rho$ be the part of the density matrix between $v=1$ and $v=0$, still an operator on the low mode. In the frame rotating at the unshifted stretch frequency, with memoryless damping that is the same for both $v$,

$$\dot\rho=-i\left[(\omega_0+\delta)b^\dagger b\,\rho-\rho\,\omega_0b^\dagger b\right]+\eta(n+1)\left(b\rho b^\dagger-\tfrac12\{b^\dagger b,\rho\}\right)+\eta n\left(b^\dagger\rho b-\tfrac12\{bb^\dagger,\rho\}\right).$$

Here $n=1/(e^x-1)$ with $x=\omega_0/kT$. The light acts on a thermal low mode and leaves $m$ unchanged, so $\rho$ starts diagonal in $m$, and every term keeps it diagonal. Using $b|m\rangle=\sqrt m\,|m-1\rangle$, the diagonal elements obey

$$\dot\rho_m=-i\delta m\rho_m+\eta(n+1)\left[(m+1)\rho_{m+1}-m\rho_m\right]+\eta n\left[m\rho_{m-1}-(m+1)\rho_m\right].$$

The first term is the phase gained from the shift. The others are loss and gain of one quantum.

### A geometric solution

The starting distribution is $\rho_m(0)=(1-q)q^m$ with $q=n/(n+1)$. Insert $\rho_m=A(t)\,r(t)^m$ and divide by $\rho_m$:

$$\frac{\dot A}{A}+m\frac{\dot r}{r}=-i\delta m+\eta(n+1)\left[(m+1)r-m\right]+\eta n\left[\frac mr-(m+1)\right].$$

This must hold for every $m$. The terms without $m$, and those proportional to $m$ (multiplied by $r$), give

$$\frac{\dot A}{A}=\eta\left[(n+1)r-n\right],\qquad \dot r=\eta\left[(n+1)r^2-(2n+1+a)r+n\right],\qquad a=\frac{i\delta}{\eta}.$$

The fixed points of $r$ are the roots of the quadratic,

$$r_\pm=\frac{2n+1+a\pm\sqrt D}{2(n+1)},\qquad D=(2n+1+a)^2-4n(n+1)=1+2(2n+1)a+a^2,$$

where $\sqrt D$ is the root with positive real part. Since $\dot r=\eta(n+1)(r-r_-)(r-r_+)$,

$$\frac{d}{dt}\ln\frac{r-r_-}{r-r_+}=\eta(n+1)(r_--r_+)=-\eta\sqrt D .$$

Thus $r$ tends to $r_-$ unless it starts at $r_+$. It does not start there: because $r_+r_-=q$, the equality $r(0)=q=r_+$ would require $r_-=1$, but the quadratic at $r=1$ equals $-a\neq0$.

After this transient, which lasts about $1/\eta$ in fast exchange, the total coherence $\sum_m\rho_m=A/(1-r)$ varies as $e^{\lambda t}$ with

$$\lambda=\eta\left[(n+1)r_--n\right]=\frac\eta2\left(1+a-\sqrt D\right).$$

The line is the Fourier transform of the coherence. An exponential with decay rate $-\mathrm{Re}\,\lambda$ gives a Lorentzian of FWHM $\Gamma=-2\,\mathrm{Re}\,\lambda$.

### Fast exchange

Put $s=2n+1$ and $D=1+u$, with $u=2sa+a^2$. Expanding in $u$ requires $s|\delta|\ll\eta$. This is stricter than $|\delta|\ll\eta$ when $n$ is large, but here $s$ is at most about 2.2. From $\sqrt{1+u}=1+u/2-u^2/8+\dots$, to second order in $a$,

$$\sqrt D=1+sa+\tfrac12a^2-\tfrac12s^2a^2=1+sa-2n(n+1)a^2,$$

because $s^2-1=4n(n+1)$. With $1-s=-2n$ and $a^2=-\delta^2/\eta^2$,

$$\lambda=\frac\eta2\left[-2na+2n(n+1)a^2\right]=-i\delta n-\frac{\delta^2n(n+1)}{\eta}.$$

The imaginary part moves the line by $\delta n$, the mean shift. The real part gives

$$\boxed{\Gamma=\frac{2\delta^2\,n(n+1)}{\eta}}$$

A second route shows what this means. For the geometric distribution $\langle m\rangle=n$ and $\langle m(m-1)\rangle=2n^2$, so the variance of $m$ is $2n^2+n-n^2=n(n+1)$. The loss and gain terms give $d\langle m\rangle/dt=-\eta(n+1)\langle m\rangle+\eta n(\langle m\rangle+1)=-\eta(\langle m\rangle-n)$, so fluctuations of $m$ are correlated as $n(n+1)e^{-\eta t}$. The stretch frequency fluctuates by $\delta$ times this, and its random phase has, at long times, the mean square

$$\langle\varphi^2\rangle=2t\,\delta^2\int_0^\infty n(n+1)e^{-\eta t'}dt'=\frac{2\delta^2n(n+1)}{\eta}\,t .$$

When many independent fluctuations contribute, the coherence falls as $e^{-\langle\varphi^2\rangle/2}$. The decay rate is $\delta^2n(n+1)/\eta$, and the FWHM is twice that, as before. Stronger damping narrows the line because each fluctuation has less time to build up phase.

### The ratio

Multiplying out,

$$n(n+1)=\frac{e^x}{(e^x-1)^2}=\frac1{(e^{x/2}-e^{-x/2})^2}=\frac1{4\sinh^2(x/2)} .$$

Let $x$ now denote the value at 300 K; at 150 K it is $2x$. The factors $\delta^2$ and $\eta$ are the same at both temperatures and cancel. Using $\sinh x=2\sinh(x/2)\cosh(x/2)$,

$$R=\frac{\Gamma(300\ \mathrm K)}{\Gamma(150\ \mathrm K)}=\frac{\sinh^2x}{\sinh^2(x/2)}=4\cosh^2\frac x2 .$$

At 300 K, $kT=208.5\ \mathrm{cm^{-1}}$ and $x=210/208.5=1.007$. Hence $R=4\cosh^2(0.5036)=5.10$, which is the stated growth.

For a soft mode with $x\ll1$, $R$ approaches 4, provided that exchange stays fast enough for $(2n+1)|\delta|\ll\eta$: the classical variance $(kT/\omega_0)^2$ quadruples when $T$ doubles. At fixed $\delta/\eta$ this condition fails once the mode is too soft, because $n$ grows without bound. The excess over 4 is $4\sinh^2(x/2)=1/[n(n+1)]$ at 300 K, or $1/0.9066=1.10$. It arises because the mode is partly frozen at 150 K, where its fluctuations lie below the classical $T^2$ law drawn down from 300 K.

### Widths for the given parameters

At 150 K, $n=0.154$ and $n(n+1)=0.1777$; at 300 K, $n=0.5755$ and $n(n+1)=0.9066$. Therefore

$$\Gamma(150\ \mathrm K)=\frac{2\times2^2\times0.1777}{20}=0.071\ \mathrm{cm^{-1}},\qquad \Gamma(300\ \mathrm K)=\frac{2\times2^2\times0.9066}{20}=0.363\ \mathrm{cm^{-1}} .$$

The corresponding dephasing times $1/(\pi c\Gamma)$ are 149 ps and 29 ps. Both are far longer than the 0.27 ps in which the low mode loses its energy, as fast exchange requires.

### How small must $\delta/\eta$ be?

The next contribution to $\mathrm{Re}\sqrt D$ is of order $a^4$. The terms $-u^2/8$, $u^3/16$ and $-5u^4/128$ supply

$$a^4\left(-\frac18+\frac{3s^2}4-\frac{5s^4}8\right)=-\frac{a^4}8(s^2-1)(5s^2-1)=-2N(1+5N)a^4,\qquad N=n(n+1).$$

Since $\Gamma=\eta(\mathrm{Re}\sqrt D-1)$,

$$\Gamma=\frac{2\delta^2N}{\eta}\left[1-(1+5N)\frac{\delta^2}{\eta^2}+\dots\right].$$

The correction is larger at 300 K, so it lowers the ratio. Here $|\delta|/\eta=0.1$, and the full expression for $\lambda$ gives 0.070 and 0.344 $\mathrm{cm^{-1}}$, with a ratio of 4.93. The half-height width of the whole computed line, transient included, agrees with these values to within $0.0001\ \mathrm{cm^{-1}}$. Within this rate equation, the ratio stays within 1% of 5.10 if $|\delta|/\eta$ does not exceed about 0.05. With the finite width of the mode included (next section, $\eta=20\ \mathrm{cm^{-1}}$, $\delta<0$), the limit is nearer 0.04.

### The finite width of the low mode

The damping terms used above assume $\eta\ll\omega_0$. To size the error, take the coupling as $(\delta/2)Q^2$ with $Q=b+b^\dagger$, whose number-conserving part is $\delta b^\dagger b$ plus a constant. Let $Q$ be a harmonic coordinate with friction $\eta$. Its absorption spectrum and fluctuation spectrum are

$$\mathcal A(\omega)=\frac{2\omega_0\eta\omega}{(\omega_0^2-\omega^2)^2+\eta^2\omega^2},\qquad S(\omega)=2[n(\omega)+1]\mathcal A(\omega),\qquad S(-\omega)=2n(\omega)\mathcal A(\omega).$$

To second order in $\delta$, $\Gamma$ is the time integral of the frequency correlation function. For a Gaussian coordinate this function is $(\delta^2/4)\times2\langle Q(t)Q(0)\rangle^2$, so

$$\Gamma=\frac{\delta^2}2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}S(\omega)S(-\omega)=\frac{2\delta^2}\pi\int_0^\infty n(\omega)[n(\omega)+1]\,\mathcal A(\omega)^2\,d\omega .$$

For small $\eta$ the integral of $\mathcal A^2$ over the peak is $\pi/\eta$, and the boxed formula returns. For $\eta=20\ \mathrm{cm^{-1}}$ the widths become 0.072 and 0.366 $\mathrm{cm^{-1}}$. Each rises by about 1%, and the ratio is 5.09. This holds to second order in $\delta$. For this Gaussian model the rate is also known to all orders (quoted here, not derived): $\Gamma=\frac1{2\pi}\int_0^\infty\ln\left[1+4\delta^2n(n+1)\mathcal A\,\mathcal A_1\right]d\omega$, where $\mathcal A_1$ is $\mathcal A$ with $\omega_0^2$ in the denominator replaced by $\omega_0^2+2\omega_0\delta$. It combines the corrections in $\delta/\eta$, $\eta/\omega_0$ and $\delta/\omega_0$. For $\delta=-2\ \mathrm{cm^{-1}}$ it gives 0.072 and 0.354 $\mathrm{cm^{-1}}$, a ratio of 4.91.

### Beside a real silicon surface

The values of $\delta$ and $\eta$ are round model parameters, meant for the rough regime of hydrogen on a well-ordered silicon surface, where the stretch lies near $2100\ \mathrm{cm^{-1}}$ and room-temperature widths are roughly of order $1\ \mathrm{cm^{-1}}$. The example gives only about a third of that. Reaching $1\ \mathrm{cm^{-1}}$ needs a larger $\delta^2/\eta$, and the corrections grow with it: $\delta=-5$, $\eta=52\ \mathrm{cm^{-1}}$ gives 0.93 $\mathrm{cm^{-1}}$ at 300 K and a ratio of 4.83 from the all-orders formula. Some changes to the fast-exchange result, taken one at a time with the sizes assumed here, move the ratio by 2 to 9%; a more strongly coupled bending mode would matter more:

- A population lifetime of 1 ns, taken to be the same at both temperatures, adds $0.005\ \mathrm{cm^{-1}}$ to each width and gives a ratio of 4.82.
- One bending mode near $630\ \mathrm{cm^{-1}}$ (a rough value), with the same fixed $\delta^2/\eta$, raises the ratio to 5.33. The bend has two components, and both together give 5.56. Since it lies above the silicon phonon band, it must decay into several phonons and its damping grows with temperature, which reduces these increases: decay into two equal phonons gives 5.25 and 5.39.
- Changing $\omega_0$ to 200 or $220\ \mathrm{cm^{-1}}$ gives 4.99 or 5.22.

Static disorder is more serious. A constant Lorentzian width of only $0.026\ \mathrm{cm^{-1}}$, added at both temperatures, brings the ratio down to 4. At a Si/SiO$_2$ interface the bonds have varied surroundings, and their static spread can be far larger than any width found here. The measured line would then hardly broaden with temperature, even if every single bond followed the 5.1-fold law.

## Variation 1: slow exchange

**Question.** Let $\eta$ again be independent of temperature, but now take $\eta\ll|\delta|\ll\omega_0$. This needs a much weaker damping than the $20\ \mathrm{cm^{-1}}$ used above, since the shift must stay small beside $\omega_0$. What is the width of the line from bonds whose low mode is empty, and by what factor does it grow between 150 K and 300 K?

**Solution.** Complete the square in $D$ the other way: $D=(a+s)^2+1-s^2$. For large $|a|$, $\sqrt D\approx a+s$, which has the required positive real part. Then

$$\lambda\approx\frac\eta2(1-s)=-\eta n,\qquad \Gamma=2\eta n .$$

The lines of small $m$ are now resolved from one another; those of large $m$ are broader and can still overlap. The $m=0$ line is broadened because the empty mode gains a quantum at the rate $\eta n$, and a single jump moves the bond to another line. The width no longer depends on $\delta$, and it increases with damping instead of decreasing. With $x$ again taken at 300 K,

$$\frac{\Gamma(300\ \mathrm K)}{\Gamma(150\ \mathrm K)}=\frac{e^{2x}-1}{e^x-1}=e^x+1=3.74 .$$

This value is the limit $|\delta|/\omega_0\to0$. The empty mode absorbs at $\omega_0$ when $v=0$ and near $\omega_0+\delta$ when $v=1$, so a finite shift changes it: the all-orders formula gives 3.67 for $\delta=-10$, $\eta=0.2\ \mathrm{cm^{-1}}$. Fixed damping alone therefore does not secure the factor 5.1; fast exchange is needed as well.

## Variation 2: damping that grows with temperature

**Question.** Return to fast exchange with fixed $\delta$, but let the low mode relax by splitting into two lattice phonons of $105\ \mathrm{cm^{-1}}$ each. What becomes of the ratio?

**Solution.** Let $n'$ be the occupation of a $105\ \mathrm{cm^{-1}}$ phonon and $\kappa$ a constant rate. Splitting is stimulated by both final phonons, and the reverse process needs both of them:

$$\frac{d\langle m\rangle}{dt}=-\kappa(n'+1)^2\langle m\rangle+\kappa n'^2(\langle m\rangle+1)=-\kappa(1+2n')\langle m\rangle+\kappa n'^2 .$$

The damping is thus $\eta=\kappa(1+2n')=\kappa\coth(105\ \mathrm{cm^{-1}}/2kT)$. With $y=x/4=0.252$, the argument of the hyperbolic cotangent is $y$ at 300 K and $2y$ at 150 K, so

$$\frac{\eta(300\ \mathrm K)}{\eta(150\ \mathrm K)}=\frac{\coth y}{\coth2y}=\frac2{1+\tanh^2y}=1.885 .$$

Since $\Gamma\propto n(n+1)/\eta$, the ratio falls to $5.103/1.885=2.71$. Faster exchange at 300 K averages the larger fluctuations more effectively.

Fixed damping is thus a strong assumption. It is natural when the low mode is coupled linearly to a harmonic lattice: it then relaxes by emitting one phonon of its own frequency, and the factors $n+1$ for emission and $n$ for absorption differ by one at every temperature. The remaining intermediate values are in the numerical output.

## Numbers as computed

```
low mode omega0 = 210 cm^-1
shift per quantum delta = -2.0 cm^-1
damping eta = 20.0 cm^-1
low-mode energy decay time = 0.265 ps
|delta|/eta = 0.10
--- T = 150 K
kT = 104.26 cm^-1
x = hbar omega0/kT = 2.0143
occupation n = 0.1540
variance n(n+1) = 0.1777
fast-exchange FWHM = 0.0711 cm^-1
dephasing time = 149.4 ps
closed-form FWHM = 0.0698 cm^-1
half-height FWHM of spectrum = 0.0698 cm^-1
fast-exchange shift delta*n = -0.3079 cm^-1
closed-form shift = -0.3034 cm^-1
FWHM with finite mode width = 0.0720 cm^-1
--- T = 300 K
kT = 208.51 cm^-1
x = hbar omega0/kT = 1.0071
occupation n = 0.5755
variance n(n+1) = 0.9066
fast-exchange FWHM = 0.3626 cm^-1
dephasing time = 29.3 ps
closed-form FWHM = 0.3442 cm^-1
half-height FWHM of spectrum = 0.3441 cm^-1
fast-exchange shift delta*n = -1.1509 cm^-1
closed-form shift = -1.1145 cm^-1
FWHM with finite mode width = 0.3662 cm^-1
--- ratios of widths, 300 K to 150 K
fast exchange, 4 cosh^2 = 5.103
diagonalization, |delta|/eta = 0.005: 5.103
closed form, example coupling = 4.934
slow exchange limit = 3.738
|delta|/eta that lowers ratio by 1% = 0.053
--- neglected effects
ratio with finite mode width = 5.090
eta growth, decay to two 105 cm^-1 phonons = 1.885
ratio with that growing eta = 2.707
lifetime width for 1 ns = 0.0053 cm^-1
ratio with lifetime width added = 4.818
ratio with equal 630 cm^-1 mode = 5.335
ratio for omega0 = 200 cm^-1: 4.993
ratio for omega0 = 220 cm^-1: 5.220
constant width that gives ratio 4 = 0.0261 cm^-1
```
